\section*{Choosing the derivative window when extracting channel doping from body bias}

\section{What dimensions and scaling fix}

A transistor's threshold voltage $V_T$, measured against source-to-body bias $V$, carries information about the doping below its gate. Extracting it takes two derivatives of noisy measured data. If these come from local fits, a window width must be chosen. This guide derives what that setting does to the doping profile.

Let $C$ be the oxide capacitance per area, $\varepsilon$ the silicon permittivity, $W$ the depletion depth and $N(x)$ the acceptor density at depth $x$ below the oxide. Primes on $V_T$ mean $d/dV$. In continuum electrostatics the elementary charge $q$ enters only through the charge density $qN$. Suppose that $W$ and $qN(W)$ follow from $\varepsilon$, $C$, $V_T'$ and $V_T''$. The slope is a pure number, $\varepsilon/C$ is a length, and $V_T''$ is an inverse voltage that nothing else in the list can make dimensionless. Hence
\begin{equation}
W=\frac{\varepsilon}{C}\,g(V_T'),\qquad
qN(W)=\frac{C^2}{\varepsilon V_T''}\,G(V_T').
\end{equation}
Now change the oxide and leave the silicon alone. If the band bending at threshold is unaffected, the depletion charge $Q(V)$ is unchanged. It enters $V_T$ as $Q/C$, so both derivatives scale as $1/C$, while $W$ and $N$ must stay put. This forces $g\propto 1/V_T'$ and $G\propto V_T'^3$. Two pure numbers remain to be found.

\section{The inversion}

Take an n-channel device, long and wide enough to be one-dimensional, with an abrupt depletion edge. Threshold is defined by a fixed surface potential relative to the source. The body lies at $-V$ relative to the source, so the band bending from neutral body to surface is $\phi_0+V$, with $\phi_0$ constant. The field at depth $x$ is $(q/\varepsilon)\int_x^W N\,dx'$. Integrating it over depth and exchanging the order of integration gives
\begin{equation}
\phi_0+V=\frac{q}{\varepsilon}\int_0^W xN(x)\,dx,\qquad
Q=q\int_0^W N(x)\,dx .
\label{eq:moments}
\end{equation}
The gate-to-body voltage $V_T+V$ is the sum of the flat-band voltage $V_{FB}$, the bending $\phi_0+V$ and the oxide drop $Q/C$. Therefore
\begin{equation}
V_T=V_{FB}+\phi_0+Q/C .
\end{equation}
Both integrals change only at their upper limit: $dQ=qN(W)\,dW$ and $dV=qN(W)W\,dW/\varepsilon$. In their ratio the doping cancels:
\begin{equation}
V_T'=\frac{1}{C}\frac{dQ}{dV}=\frac{\varepsilon}{CW}
\quad\Longrightarrow\quad W=\frac{\varepsilon}{CV_T'} .
\label{eq:W}
\end{equation}
Differentiating once more, $dW/dV=-\varepsilon V_T''/(CV_T'^2)$. The relation for $dV$ reads $N=\varepsilon/(qW\,dW/dV)$, so
\begin{equation}
N(W)=\frac{\varepsilon}{q}\,\frac{CV_T'}{\varepsilon}
\left(-\frac{CV_T'^2}{\varepsilon V_T''}\right)
=-\frac{C^2V_T'^3}{q\varepsilon V_T''} .
\label{eq:N}
\end{equation}
The pure numbers are $+1$ and $-1$. The density is positive because $V_T$ is concave: a deeper edge adds less charge per volt. Neither $V_{FB}$ nor $\phi_0$ is needed. The oxide capacitance is: for given data $W\propto1/C$ and $N\propto C^2$.

The method is blind above the zero-bias edge $W_0$. Add a shallow change $\delta N$ with $\int x\,\delta N\,dx=0$, confined to $x<W_0$. By (\ref{eq:moments}), $W(V)$ is unaltered and $Q$ shifts by the constant $q\int\delta N\,dx$, so $V_T$ moves rigidly and its derivatives do not change. No choice of window recovers this information.

\section{The variable in which to fit}

For uniform doping, (\ref{eq:moments}) gives $\phi_0+V=qNW^2/2\varepsilon$ and $Q=qNW=\sqrt{2q\varepsilon N(\phi_0+V)}$. The threshold is then a straight line in $\sqrt{\phi_0+V}$. This suggests fitting $f(u)=V_T$ with $u=\sqrt{\phi_r+V}$, where $\phi_r$ is a chosen constant. Since $du/dV=1/(2u)$,
\begin{align}
V_T'&=\frac{f'}{2u},\\
V_T''&=\frac{1}{2u}\frac{d}{du}\left(\frac{f'}{2u}\right)
=\frac{1}{2u}\left(\frac{f''}{2u}-\frac{f'}{2u^2}\right)
=-\frac{f'-uf''}{4u^3},
\end{align}
where primes on $f$ mean $d/du$. Inserting these in (\ref{eq:W}) and (\ref{eq:N}) gives
\begin{equation}
W=\frac{2\varepsilon u}{Cf'},\qquad
N=\frac{C^2f'^3}{2q\varepsilon D},\qquad D=f'-uf'' .
\label{eq:u}
\end{equation}
This is a change of variable and holds for any $\phi_r$ that keeps $u$ real and nonzero. If the doping is uniform from the surface down, a value near $\phi_0$ leaves almost no fitting error. A uniform stretch below a different surface layer also gives a straight line, but for a $\phi_r$ that depends on that layer.

\section{What the window does to noise}

Measure at points equally spaced by $h$ in $u$, with independent errors of standard deviation $\sigma$ in $V_T$. Around each centre, fit a parabola by least squares to the $2m+1$ points $k=-m,\dots,m$. The integer $m$ is the setting. With $S_j=\sum_k k^j$, the functions $1$, $k$ and $k^2-S_2/S_0$ are mutually orthogonal on the window, so the fitted derivatives at the centre are
\begin{equation}
f'=\frac{\sum_k k f_k}{hS_2},\qquad
f''=\frac{2\sum_k(k^2-S_2/S_0)f_k}{h^2T},\qquad
T=S_4-\frac{S_2^2}{S_0}.
\end{equation}
Write $p=m(m+1)$. The power sums are $S_0=2m+1$, $S_2=p(2m+1)/3$ and $S_4=S_2(3p-1)/5$, so
\begin{equation}
T=S_2\left(\frac{3p-1}{5}-\frac p3\right)=\frac{S_2(4p-3)}{15}.
\end{equation}
Summing the squared weights gives the standard deviations
\begin{equation}
\sigma_1=\frac{\sigma}{h\sqrt{S_2}},\qquad
\sigma_2=\frac{2\sigma}{h^2\sqrt T}
\label{eq:sig}
\end{equation}
of $f'$ and $f''$. The two errors are uncorrelated, because one set of weights is odd in $k$ and the other even. To first order, (\ref{eq:u}) gives
\begin{equation}
\delta\ln N=\frac{3\,\delta f'}{f'}-\frac{\delta f'-u\,\delta f''}{D}
=\left(\frac3{f'}-\frac1D\right)\delta f'+\frac uD\,\delta f'' .
\label{eq:prop}
\end{equation}
When the second term dominates, substitute $D=C^2f'^3/(2q\varepsilon N)$ and then $f'=2\varepsilon u/(CW)$:
\begin{equation}
\frac{\sigma_N}{N}\simeq\frac{u\sigma_2}{D}
=\frac{qN\,C\,W^3}{4\varepsilon^2u^2}\,\sigma_2 .
\end{equation}
At given $\sigma_2$ and bias the relative error grows as $N(W)W^3$, so a heavily doped layer that lies deep is the hardest to resolve. A thicker oxide helps by enlarging the signal.

\section{What the window does to shape}

A wide parabola misses structure. Expand the true $f$ about the centre. Its cubic term $f'''(kh)^3/6$ leaks into the fitted slope with weight $S_4/S_2$. Its quartic term $f''''(kh)^4/24$ leaks into the curvature with weight $R=(S_6-S_4S_2/S_0)/T$. Using $S_6=S_2(3p^2-3p+1)/7$,
\begin{equation}
R=\frac{15}{4p-3}\left[\frac{3p^2-3p+1}{7}-\frac{p(3p-1)}{15}\right]
=\frac{15}{4p-3}\,\frac{(4p-3)(6p-5)}{105}=\frac{6p-5}{7}.
\end{equation}
The leading biases are therefore
\begin{equation}
\delta f'=\frac{f'''h^2(3p-1)}{30},\qquad
\delta f''=\frac{f''''h^2(6p-5)}{84},
\end{equation}
and (\ref{eq:prop}) turns them into a bias of $\ln N$.

For large $m$, $T\simeq 8m^5/45$. The curvature noise then falls as $m^{-5/2}$ while the bias grows as $m^2$. In terms of the half-width $a=mh$, the squared error is $A^2a^{-5}+B^2a^4$, with $A^2\propto\sigma^2h$. Setting its derivative to zero gives
\begin{equation}
a^9=\frac{5A^2}{4B^2},\qquad
\frac{\text{bias}}{\text{noise}}=\frac{Ba^2}{Aa^{-5/2}}=\sqrt{\frac54}\simeq1.1 .
\label{eq:opt}
\end{equation}
The best window makes the two errors nearly equal. It depends weakly on data quality: doubling $\sigma$ widens it by $2^{2/9}\simeq1.17$. These rules assume that curvature noise dominates and that the leading bias terms suffice, which fails if the doping changes sharply within one window.

\section{A retrograde profile with noise}

The synthetic device has a 20 nm oxide, $C=0.1727\ \mu$F/cm$^2$, $\phi_0=\phi_r=0.80$ V and $V_{FB}=-0.95$ V, at 300 K. Its doping is a background of $5\times10^{16}$ cm$^{-3}$ plus a Gaussian of height $2\times10^{17}$ cm$^{-3}$, centre 250 nm and standard deviation 50 nm. The curve follows from (\ref{eq:moments}) by quadrature and root finding. It has 161 points between 0 and 4 V, with $h=0.00810$ V$^{1/2}$ and Gaussian noise $\sigma=0.2$ mV. The depletion edge sweeps from 138 to 232 nm.

The table gives rms errors of $\ln N$ in percent, over the centres that all listed windows can reach. Noise comes from (\ref{eq:sig}) and (\ref{eq:prop}), bias from fits to the noise-free curve. The noise is a first-order estimate: at $m=8$ simulated curves give a total of about 24\%, while from $m=12$ on they agree with the table.

\begin{center}
\begin{tabular}{rrrr}
$m$ & noise & bias & total\\
8 & 22.0 & 0.04 & 22.0\\
12 & 8.4 & 0.09 & 8.4\\
16 & 4.2 & 0.15 & 4.2\\
20 & 2.4 & 0.24 & 2.4\\
24 & 1.6 & 0.34 & 1.6\\
28 & 1.1 & 0.46 & 1.2
\end{tabular}
\end{center}

The value $m=28$ is the best of those tried, but it is the end of the list and not a minimum: noise still exceeds bias. Extrapolating with (\ref{eq:opt}) puts the minimum near $m=28\,[1.25\,(1.06/0.46)^2]^{1/9}\simeq35$, with a total of about 0.9\%. The price is depth range, since $m$ points are lost at each end. With $m=28$ the reconstruction covers 163 to 220 nm, and $m=35$ would cover less.

At the other extreme, $m=1$ is the three-point difference. Then $T=2/3$ and $\sigma_2=\sqrt6\,\sigma/h^2\simeq7.5$, so $u\sigma_2$ far exceeds $D$, which lies between 0.48 and 0.63 V$^{1/2}$, and the sign of the density is nearly random. In 4000 simulated curves, 48\% of the three-point densities were negative.

For one noisy curve and $m=28$, the fit at $V=1.580$ V ($u=1.54266$ V$^{1/2}$) returns $f'=0.94751$ V$^{1/2}$ and $f''=0.30467$. With $\varepsilon/C=60$ nm and $C^2/(2q\varepsilon)=8.98\times10^{16}$ cm$^{-3}$V$^{-1}$,
\begin{align}
W&=\frac{2(60\ \mathrm{nm})(1.54266)}{0.94751}=195.4\ \mathrm{nm},\\
D&=0.94751-1.54266\times0.30467=0.4775\ \mathrm{V}^{1/2},\\
N&=8.98\times10^{16}\,\frac{0.94751^3}{0.4775}
=1.60\times10^{17}\ \mathrm{cm}^{-3}.
\end{align}
In SI units the density is $1.60\times10^{23}$ m$^{-3}$. For the error bar, $S_2=15428$ and $T=3.34\times10^6$ give $\sigma_1=2.0\times10^{-4}$ V$^{1/2}$ and $\sigma_2=3.3\times10^{-3}$. The curvature term contributes $3.23\,\sigma_2=1.1\%$ to $\sigma_N/N$, the slope term 0.02\%. Other depths from the same curve, with densities in $10^{17}$ cm$^{-3}$:

\begin{center}
\begin{tabular}{rrrr}
$V$ (V) & $W$ (nm) & $N$ & true $N(W)$\\
0.457 & 162.8 & 0.95 & 0.94\\
0.785 & 174.9 & 1.12 & 1.15\\
1.151 & 185.5 & 1.37 & 1.37\\
2.024 & 203.9 & 1.78 & 1.81\\
3.057 & 219.7 & 2.15 & 2.17
\end{tabular}
\end{center}

Over the whole recovered range the density error, relative to the true doping at the reconstructed depth, is 0.9\% rms and 2.2\% at worst. Centres a few points apart share most of their data and have strongly correlated errors, so a smooth ripple on the full set of centres should not be read as structure. Neighbouring rows of the table are 17 or 35 points apart; at both spacings the correlation is negative, about $-0.25$, because the curvature weights change sign within the window (near 25 points apart it reaches about $-0.45$). In the first row the depth is 0.35 nm below its true value of 163.15 nm. Noise accounts for about 0.04 nm, so this is mainly truncation bias.

\section{Errors that smoothing cannot remove}

The constant $\phi_0$ is an idealization. If it varies with bias, the bending is $\psi=V+\phi_0(V)$. Since $dQ/d\psi=\varepsilon/W$,
\begin{equation}
V_T'=\phi_0'+(1+\phi_0')\frac{\varepsilon}{CW},
\end{equation}
and a positive $\phi_0'$ makes the apparent depth too small. Quantum confinement has this effect. In a triangular well with surface field $F$ and effective mass $m_z$, the lowest level lies $E_0=2.338\,(\hbar^2q^2F^2/2m_z)^{1/3}$ above the band edge. If only this level is kept, holding its occupation fixed at threshold requires an extra bending $E_0/q$. With $m_z=0.916$ electron masses, $E_0/q$ rises from 41 mV at zero body bias to 81 mV at 4 V. At 300 K this understates the drift, because higher levels hold about 70\% of the electrons at zero body bias and 40\% at 4 V. Summing over the levels of both valley ladders of (100) silicon, at fixed total electron density, raises the drift over this range from 41 to 59 mV.

The following errors are the largest between 0.2 and 3.8 V, for noise-free curves with one effect added at a time. Depth errors are relative to the depletion depth at $\phi_0=0.80$ V, density errors to the true doping at the apparent depth. Confinement with the lowest level alone gives 5\% in depth and 19\% in density; with all levels of the same well it gives 8\% and 26\%. The classical alternative, a fixed electron sheet density in a layer of thickness $kT/qF$, adds $(kT/q)\ln F$ to $\phi_0$, up to a constant, and gives 5\% and 10\%.

Such a drift can be corrected. Because $V_T-\phi_0=V_{FB}+Q/C$, its derivative with respect to $\psi$ is $\varepsilon/(CW)$ again. Estimate $F=C(V_T-V_{FB}-\phi_0)/\varepsilon$, update $\phi_0$ from $E_0(F)$, iterate, and invert $V_T-\phi_0$ against $\psi$. The points are then no longer equally spaced in $\sqrt{\psi}$, so the local parabolas should be fitted at the actual abscissas. With $V_{FB}$ deliberately wrong by 50 mV, the errors of the one-level model fall to 0.1\% in depth and 0.2\% in density. The same well model generated and corrected the data, so this shows that the procedure works, not that the model is accurate. If all levels shape the data and only the lowest is used to correct them, errors of about 3\% in depth and 7\% in density remain, even with the exact field.

The depletion edge is not abrupt either. Solving the nonlinear Poisson equation with Boltzmann holes by finite differences gives errors of up to 2.4\% in depth and 4\% in density. Halving $kT/q$ with all else fixed multiplies the rms density error by 0.51, so the error is nearly proportional to the thermal voltage. This ties it to the thermal spreading of the holes, at the depletion edge and along the doping gradient; the test does not separate the two.

\section{Real transistors and the choice of window}

The example lies roughly in the regime of older 5 V silicon CMOS, with a long test transistor. For a 20 $\mu$m gate and 150 nm junctions, a geometrical estimate of the depletion charge shared with source and drain, the fraction $(x_j/L)(\sqrt{1+2W/x_j}-1)$, changes the density by up to 5\%. At 1 $\mu$m that fraction is twenty times larger and the one-dimensional analysis is unsafe. Depletion of a polysilicon gate doped to $5\times10^{19}$ cm$^{-3}$ adds up to 4\%. A rough estimate of the threshold's temperature drift is $-1.4$ mV/K, so 0.15 K shifts $V_T$ by as much as the assumed noise. A constant shift cancels in the derivatives, and a steady ramp of 0.2 mV over the sweep, linear in $u$, changes the density by only about 0.02\%. A wander with a period close to the window width is worse, because it mimics curvature: with $m=28$, a sinusoidal drift of 0.2 mV rms and a period of 57 points changes the density by about 5\% rms, against 1.1\% for independent noise of the same size. At 4 V a one-dimensional estimate for the source junction, with rough ionization coefficients, gives a peak field of 0.51 MV/cm and an ionization integral of 0.35, below the breakdown value of 1; junction curvature, neglected here, can raise both.

Thin oxides are far less favourable. At zero body bias the example has $V_T'=60/138=0.43$, against a confinement drift $\phi_0'\approx0.018$ from the lowest level alone, or 0.030 from all levels. With the same doping under a 2 nm oxide the signal is ten times smaller and the drift is unchanged, so the uncorrected depth would be about 30\% too small with the first value and 42\% with the second.

For profiles and noise like those treated here, these results lead to the following procedure.
\begin{itemize}
\item Space the biases equally in $u$, with $\phi_r$ near the expected $\phi_0$ as a starting value. For nonuniform doping another $\phi_r$ may give less bias, which the trial simulation below can show.
\item Simulate a trial profile with the measured $\sigma$, and increase $m$ until bias and noise are comparable or the lost depth range becomes unacceptable.
\item Correct the drift of $\phi_0$ before refining $m$. Here $m=20$ already brings the noise to 2.4\%, well below the uncorrected confinement error.
\item Repeat with a smaller $m$. A feature that shrinks as the window widens may be independent noise, slow drift of the measurement, or real structure being smoothed away. The predicted error bar covers only the first, so a feature well above it can still be drift; repeating the sweep helps to separate drift from structure.
\end{itemize}
